# Why filled remote bands contribute to downfolded hopping

## Definitions and conventions

Two active orbitals, 1 and 2, have energies \(E_1\) and \(E_2\). A remote orbital B has energy \(E_B\). The orbitals are orthonormal, and there is no direct coupling between 1 and 2. Spin is left out at first, so each orbital holds at most one electron. Without interaction between the electrons, the Hamiltonian is \(H=H_0+V\), with

\[
H_0=E_1n_1+E_2n_2+E_Bn_B,\qquad
V=\sum_{j=1,2}\left(h_{jB}\,c_j^\dagger c_B+h_{Bj}\,c_B^\dagger c_j\right),
\]

where \(n_p=c_p^\dagger c_p\) and \(h_{Bj}=h_{jB}^*\). The operators obey \(\{c_p,c_q^\dagger\}=\delta_{pq}\) and \(\{c_p,c_q\}=0\).

Downfolding replaces this Hamiltonian by one that acts on the active orbitals. Its hopping term is written \(+h_{21}c_2^\dagger c_1\), with a plus sign. When the active energies are equal, their common value is \(E_A\), and \(\Delta=E_A-E_B\). The couplings are small compared with \(|\Delta|\).

The empty state is \(|0\rangle\), and \(|F\rangle=c_B^\dagger|0\rangle\) has B filled. An added electron is described by \(c_j^\dagger|0\rangle\) or \(c_j^\dagger|F\rangle\). This choice fixes the signs of the matrix elements below.

## The one-particle amplitude

For one electron with amplitudes \(a_1,a_2,b\), the third row of the eigenvalue equation is

\[
(E-E_B)\,b=h_{B1}a_1+h_{B2}a_2 .
\]

Solving for \(b\) and inserting it into the second row, \((E-E_2)a_2=h_{2B}b\), gives

\[
(E-E_2)\,a_2=\frac{h_{2B}h_{B1}}{E-E_B}\,a_1+\frac{|h_{2B}|^2}{E-E_B}\,a_2 .
\]

The factor of \(a_1\) is the effective hopping. The active eigenvalues differ from \(E_A\) by terms of second order, so replacing \(E\) by \(E_A\) changes the hopping only from fourth order on:

\[
h_{21}=\frac{h_{2B}h_{B1}}{E_A-E_B}. \tag{1}
\]

The shorthand \(V^2/(E_A-E_B)\) is safe only if \(V^2\) means the product \(h_{2B}h_{B1}\), which is negative for real couplings of opposite sign.

Read as a process, (1) takes the electron from 1 to B and then to 2. If B is filled, the first step is forbidden, because \(c_B^\dagger c_1c_1^\dagger|F\rangle=0\). Yet band theory uses (1) without asking whether B is filled. To see why, one has to count processes between many-electron states.

## The second-order rule for many electrons

Let \(S\) be anti-Hermitian. Then

\[
e^{-S}He^{S}=H+[H,S]+\tfrac12[[H,S],S]+\dots
\]

Choose \(S\) of first order with \([H_0,S]=-V\), which removes the first-order coupling. The second-order terms are \([V,S]\) and \(\tfrac12[[H_0,S],S]=-\tfrac12[V,S]\). Their sum is \(\tfrac12[V,S]\).

Between eigenstates of \(H_0\) the condition reads \((E_m-E_i)S_{mi}=-V_{mi}\), so

\[
S_{mi}=\frac{V_{mi}}{E_i-E_m},\qquad S_{fm}=\frac{V_{fm}}{E_m-E_f}.
\]

Inserting both into \(\tfrac12\sum_m(V_{fm}S_{mi}-S_{fm}V_{mi})\) gives

\[
H^{(2)}_{fi}=\frac12\sum_m V_{fm}V_{mi}
\left[\frac1{E_i-E_m}+\frac1{E_f-E_m}\right]. \tag{2}
\]

The energies here are total energies. The sum runs over all states \(m\) that the Pauli principle permits. If \(E_i=E_f\), the bracket with its factor one half is simply \(1/(E_i-E_m)\).

## First contribution: the particle order

Take \(E_1=E_2=E_A\). In the particle order, \(c_B^\dagger c_1\) acts first and \(c_2^\dagger c_B\) second. The operator product is

\[
c_2^\dagger c_B\,c_B^\dagger c_1=c_2^\dagger(1-n_B)c_1=c_2^\dagger c_1(1-n_B),
\]

since \(c_Bc_B^\dagger=1-n_B\), and \(n_B\) commutes with \(c_1\). An electron has moved from 1 to B in the intermediate state, so \(E_i-E_m=E_A-E_B\). The contribution is

\[
\frac{h_{2B}h_{B1}}{E_A-E_B}\,c_2^\dagger c_1(1-n_B). \tag{3}
\]

It is the full amplitude (1) for empty B and zero for filled B. The Pauli objection is correct as far as this time order is concerned.

## Second contribution: the hole order

The same two terms of \(V\) can act in the opposite order. First the electron in B moves to 2; then the electron in 1 fills the hole. Initial and final states are those of the hop, and nothing in them records which electron arrived at 2.

Moving operators past one another, one exchange at a time, gives

\[
\begin{aligned}
c_B^\dagger c_1\,c_2^\dagger c_B
&=-c_B^\dagger c_2^\dagger c_1c_B
&&(c_1c_2^\dagger=-c_2^\dagger c_1)\\
&=+c_2^\dagger c_B^\dagger c_1c_B
&&(c_B^\dagger c_2^\dagger=-c_2^\dagger c_B^\dagger)\\
&=-c_2^\dagger c_1c_B^\dagger c_B
&&(c_B^\dagger c_1=-c_1c_B^\dagger)\\
&=-c_2^\dagger c_1n_B .
\end{aligned}
\]

This minus sign is the exchange sign. The energy supplies another. Initially 1 and B are occupied, and in the intermediate state 1 and 2 are occupied:

\[
E_i-E_m=(E_A+E_B)-2E_A=-(E_A-E_B).
\]

The contribution is therefore

\[
\frac{h_{2B}h_{B1}\,(-c_2^\dagger c_1n_B)}{-(E_A-E_B)}
=\frac{h_{2B}h_{B1}}{E_A-E_B}\,c_2^\dagger c_1n_B. \tag{4}
\]

For filled B this is the amplitude (1), including its sign.

Hard-core bosons show what the exchange sign does. They also forbid double occupation, but operators on different orbitals commute. The product is then \(+b_2^\dagger b_1n_B\), while the denominator is still \(-\Delta\). With B filled, their hopping is the negative of (1). Blocking and an available hole process are thus not enough; once blocking is present, the agreement needs fermionic exchange. Ordinary bosons, which have no blocking, agree by another route: their two orders carry the factors \((1+n_B)\) and \(-n_B\), which also sum to 1. On a single open chain 1–B–2 the reversed hard-core sign leaves the spectrum equal to the fermion one and only swaps which combination of 1 and 2 lies lower; on a closed loop of three such bridges the spectra differ.

## Weighing the two orders

The sum of (3) and (4) carries the factor

\[
(1-n_B)+n_B=1 .
\]

The occupation decides which time order acts, but not the total. This is an operator identity, so it also covers partial filling: if the occupation of B is uncorrelated with that of the active orbitals, an average occupation of 0.3 means weights 0.7 and 0.3 for two equal amplitudes. In a correlated state the two weights differ from these values, but they still add up to 1.

If \(E_1\ne E_2\), the energies in (2) must be followed separately. For the particle order,

\[
E_i-E_m=E_1-E_B,\qquad E_f-E_m=E_2-E_B .
\]

For the hole order,

\[
\begin{aligned}
E_i-E_m&=(E_1+E_B)-(E_1+E_2)=-(E_2-E_B),\\
E_f-E_m&=(E_2+E_B)-(E_1+E_2)=-(E_1-E_B).
\end{aligned}
\]

Apart from a common minus sign, which the exchange sign cancels, the two denominators have changed places. The average of their inverses is therefore the same, and both fillings give

\[
h_{21}=\frac{h_{2B}h_{B1}}2
\left[\frac1{E_1-E_B}+\frac1{E_2-E_B}\right]. \tag{5}
\]

A non-Hermitian rule that kept only the initial-state denominator would give different elements for the two fillings.

For several remote orbitals, (5) is summed over them, whatever their fillings. With equal coupling products, an orbital below \(E_A\) and one above contribute with opposite signs. That sign comes from the energy difference, not from the filling.

## The level shift: blocking of the vacuum

The diagonal element needs a subtraction, because the energy of filled B is already shifted by virtual excursions into 1 and 2, downward if B lies below them. From (2),

\[
\delta E_F=\frac{|h_{1B}|^2}{E_B-E_1}+\frac{|h_{2B}|^2}{E_B-E_2}.
\]

With an electron in 1, the excursion into 1 is blocked and only the second term remains. The energy of the added electron therefore shifts by

\[
\frac{|h_{2B}|^2}{E_B-E_2}-\delta E_F
=\frac{|h_{1B}|^2}{E_1-E_B}, \tag{6}
\]

which is the one-particle shift. For a filled band below, the upward level repulsion equals the energy lowering that the vacuum loses through blocking.

## Beyond second order

Equation (1) is a second-order formula. The independence of filling goes further. Let \(h\) be the complete one-particle matrix, and let \(u=e^s\) be a unitary matrix that block-diagonalizes it. Define \(G=\exp(\sum_{pq}s_{pq}c_p^\dagger c_q)\). Since

\[
\Big[\sum_{pr}s_{pr}c_p^\dagger c_r,\;c_q^\dagger\Big]=\sum_p s_{pq}c_p^\dagger ,
\]

repeated commutators build up the exponential: \(Gc_q^\dagger G^\dagger=\sum_pu_{pq}c_p^\dagger\). The inverse transformation uses \(u^\dagger\), so \(G^\dagger c_p^\dagger G=\sum_r(u^\dagger)_{rp}c_r^\dagger\), and its adjoint is \(G^\dagger c_qG=\sum_su_{qs}c_s\). Hence

\[
G^\dagger HG=\sum_{rs}(u^\dagger hu)_{rs}\,c_r^\dagger c_s. \tag{7}
\]

No occupation appears in the coefficients. Between \(c_1^\dagger|F\rangle\) and \(c_2^\dagger|F\rangle\), only the term \(c_2^\dagger c_1\) contributes, and its coefficient is the same as for empty B. This holds to all orders for non-interacting electrons, provided \(u\) exists and the same \(u\) is used for both fillings. With several remote orbitals, \(u\) must also separate the filled from the empty ones, so that the filled background stays closed.

A test used active levels 0 and 0.1, remote levels −1.3, −0.9 and 1.6, and couplings \((0.30,\,0.20+0.10i,\,-0.25)\) for orbital 1 and \((-0.15+0.20i,\,0.35,\,0.10-0.30i)\) for orbital 2, all dimensionless. For all eight remote fillings, explicit sums over intermediate states agreed with (5) and with the shift (6) of orbital 1, each summed over the remote orbitals, to \(1.6\times10^{-17}\). With the two lower remote orbitals filled, the transformed many-electron hopping agreed with the one-particle element to \(2.1\times10^{-16}\). The use of one fixed \(u\) matters here: projecting the exact many-electron states onto the active states separately for each filling amounts to a different choice of active basis, and gives \(0.0466-0.0375i\) with all remote orbitals empty or all filled but \(0.0464-0.0380i\) with only the lowest one filled.

The error of (5) is of fourth order. Reversing the sign of every remote orbital reverses all couplings but leaves the active block unchanged, so odd orders vanish. Halving the couplings, from 0.1 to 0.05 of the values above, reduced the error by a factor 15.95, close to \(2^4=16\).

## A metal–oxygen–metal bridge

Let 1 and 2 be d orbitals on neighbouring metal sites and B the oxygen p orbital between them. The p orbital is odd about its centre, so the couplings have opposite signs. Round values are \(\Delta=4\) eV, \(h_{B1}=+1\) eV and \(h_{2B}=-1\) eV.

For empty B, the particle order gives

\[
h_{21}=\frac{(-1)(+1)}{4}\ \text{eV}=-0.25\ \text{eV}.
\]

For filled B, the first step of that order gives a vector of norm zero. In the hole order, exchange turns the coupling product \(-1\ \text{eV}^2\) into \(+1\ \text{eV}^2\), and the denominator is \(-4\) eV. The result is again \(-0.25\) eV, or \(-0.00919\) hartree. Hard-core bosons would give \(+0.25\) eV.

The model can also be solved without expansion. Put \(|\pm\rangle=(|1\rangle\pm|2\rangle)/\sqrt2\) and \(v=1\) eV. The couplings to B cancel for \(|+\rangle\) and add to \(\sqrt2\,v\) for \(|-\rangle\). With \(E_A=0\), the coupled pair obeys \(E(E+\Delta)=2v^2\). Its upper root is

\[
\varepsilon=\frac{-\Delta+\sqrt{\Delta^2+8v^2}}2=0.4495\ \text{eV}.
\]

The active energies are 0 for \(|+\rangle\) and \(\varepsilon\) for \(|-\rangle\). A symmetric two-site matrix with these eigenvalues has diagonal element \(\varepsilon/2=0.2247\) eV and hopping \((0-\varepsilon)/2=-0.2247\) eV. Diagonalization with B empty and with B filled gives these same values, the filled-B shift being measured from the vacuum energy.

Higher orders reduce the magnitude by 10.1 % relative to second order. Expanding the root gives

\[
\frac{\varepsilon}{2}=\frac{v^2}{\Delta}-\frac{2v^4}{\Delta^3}+\dots,
\]

so the first relative correction is \(-2v^2/\Delta^2=-1/8\); the later terms take back part of it.

The total energies show the blocking directly. With no active electron, the vacuum lies 0.4495 eV below \(E_B\). An electron in \(|+\rangle\) leaves this lowering intact, because B does not couple to \(|+\rangle\). An electron in \(|-\rangle\) fills the partner orbital of B, and the lowering disappears. The addition energies, measured from \(E_A\), are therefore 0 and 0.4495 eV, the one-particle levels.

The hole remains virtual. At 300 K, the Boltzmann factor for a cost of 4 eV is about \(10^{-67}\), so thermally created holes play no part. The associated time scale is \(\hbar/\Delta=0.165\) fs.

## Where interactions break the equality

Equation (7) relied on a one-body Hamiltonian. Define the levels relative to filled B and add

\[
H_{\rm int}=X\,n_1n_2-W(n_1+n_2)(1-n_B),
\]

where \(X\) is the repulsion between electrons on 1 and 2, and \(W\) is the attraction of an active electron to a hole in B. The initial state with B filled has no interaction energy. The intermediate state has two active electrons and a hole, so its excitation energy is

\[
D=\Delta+X-2W .
\]

With B empty, the initial electron feels the hole and has energy \(E_A-W\); after it moves to B there is no hole. That denominator is \(\Delta-W\). The two fillings agree at second order only if \(X=W\).

For \(X=0.2\) eV and \(W=0.5\) eV, \(D=4+0.2-1=3.2\) eV. With B filled, the second-order hopping becomes \(-1/3.2=-0.3125\) eV, 25 % larger in magnitude than before. Diagonalization gives \(-0.268\) eV, to be compared with \(-0.225\) eV from diagonalization without interaction.

Now include spin, with B doubly filled, and a repulsion \(U=5\) eV between opposite spins on one metal site, setting \(X=W=0\). An up electron hops with the help of the up electron in B, since spin-conserving coupling cannot let it fill a down hole. If the target is empty, this intermediate state has no doubly occupied metal site, and \(U\) is absent from the second-order hopping. It enters the hopping at higher order: diagonalization gives \(-0.217\) eV instead of \(-0.225\) eV.

If the target holds a down electron, then relative to the initial state the final energy is \(U\) and the intermediate energy is \(\Delta+U\). The two denominators in (2) are \(-(\Delta+U)\) and \(-\Delta\). With the exchange sign,

\[
h_{21}=\frac{h_{2B}h_{B1}}2\left[\frac1\Delta+\frac1{\Delta+U}\right]
=-\frac12\left(\frac14+\frac19\right)\text{eV}=-0.181\ \text{eV}.
\]

The reverse process, with the down electron on the source and an empty target, has the same value. If both sites hold a down electron, both denominators are \(-(\Delta+U)\) and \(h_{21}=-1/9\ \text{eV}=-0.111\) eV. The hopping now depends on the occupation of both metal sites, which a single one-particle number cannot express.

## The real case and the limits of the formula

The values of \(\Delta\) and the couplings lie in the rough regime of the vanadium t2g–oxygen 2p bond in SrVO3; \(U\), \(X\) and \(W\) are round values chosen to size the effects. Repeating the bridge along two directions of a square lattice, with only this hopping, gives a band \(2h_{21}(\cos k_x+\cos k_y)\) of width \(8|h_{21}|=2\) eV. This width is itself a second-order value. If the oxygen orbitals are kept, the top of the band obeys \(E(E+\Delta)=8v^2\), because each metal orbital then couples to two oxygen orbitals per cell with strength \(2v\). The bottom stays at \(E=0\), so the width is 1.46 eV, 27 % less. The t2g bands of SrVO3 are roughly 2 to 3 eV wide, so the round values give the right order of magnitude, but no more than that. The real material breaks the assumption of non-interacting electrons. With the values above, this moves the second-order hopping from \(-0.25\) eV to between about \(-0.11\) and \(-0.31\) eV, depending on the effect and the occupations considered. The oxygen levels also form bands. Moving \(E_B\) by 1 eV either way at fixed couplings gives \(-0.33\) to \(-0.20\) eV. Direct metal–metal hopping and further orbitals are left out, so these numbers are estimates of size, not predictions.

As \(|\Delta|\) grows at fixed coupling, the relative error of (1) falls as \(v^2/\Delta^2\). When \(|\Delta|\) becomes comparable with the couplings, the second-order formula fails for either filling, and B should be kept among the active orbitals. That failure has nothing to do with Pauli blocking. The intermediate results and sizes are collected in the numerical output below.

## Values computed for the example and the checks

```
GENERAL MODEL (dimensionless energies)
largest deviation over 8 remote fillings: 1.6e-17
all-order deviation, filled remote orbitals: 2.1e-16
leakage out of the active space: 3.3e-15
error ratio when couplings are halved: 15.95
BRIDGE, INPUTS
Delta = E_A - E_B: 4.00 eV
couplings h_B1, h_2B: 1.00, -1.00 eV
U, X, W: 5.00, 0.20, 0.50 eV
BRIDGE, SECOND ORDER
filled B, norm after direct first step 1->B: 0.0
hole order, product of matrix elements: +1.000 eV^2
hole order, energy denominator: -4.000 eV
hopping h_21, B empty: -0.2500 eV
hopping h_21, B filled: -0.2500 eV = -0.009187 hartree
same with hard-core bosons, B filled: +0.2500 eV
BRIDGE, EXACT DIAGONALIZATION OF THE MODEL (no interaction)
hopping, B empty: -0.2247 eV
hopping, B filled: -0.2247 eV
site shift, B empty: +0.2247 eV
site shift, B filled, above vacuum: +0.2247 eV
vacuum energy minus E_B: -0.4495 eV
plus electron in (1+2), minus E_A+E_B: -0.4495 eV
plus electron in (1-2), minus E_A+E_B: +0.0000 eV
SIZE OF NEGLECTED EFFECTS
higher orders change |h_21| by: -10.1 %
hole-order energy cost with X and W: 3.20 eV
hopping with X and W, second order: -0.3125 eV
hopping with X and W, diagonalized: -0.2677 eV
hopping with spin and U, empty target, diagonalized: -0.2166 eV
hopping with U, target holds opposite spin, 2nd order: -0.1806 eV
oxygen level spread assumed: +/- 1.0 eV
hopping at Delta - spread: -0.3333 eV
hopping at Delta + spread: -0.2000 eV
log10 of exp(-Delta/kT) at 300 K: -67.2
time scale hbar/Delta of the virtual hole: 0.165 fs
```
